\section*{Macroscopic dielectric constant from the inverse dielectric matrix, with local fields}

\section{Setting and definition}

A crystalline insulator is placed in a field that varies slowly on the scale of the unit cell. Its electrons are distributed unevenly within the cell, so the induced charge, and the field it produces, vary on the atomic scale. A capacitor measurement sees the cell-averaged field, while the electrons respond to the full one. The task is to compute the measured constant $\varepsilon_M$ from the microscopic response and to find the sign of the correction caused by the short-wavelength (local) fields.

Hartree atomic units and Gaussian fields are used. The ions are clamped, fields are longitudinal, $\Omega$ is the cell volume, $N$ the number of cells, $v$ the potential energy of an electron and $n$ the electron number density. Except where a scale factor $\lambda$ is introduced (Section~\ref{sec:fail}), the induced potential is the Hartree potential (RPA).

A potential $\propto e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}$ acquires the phase $e^{i\mathbf q\cdot\mathbf R}$ under a lattice translation, and the linear response of a periodic system carries the same phase. It therefore contains wave vectors $\mathbf q+\mathbf G$:
\begin{equation}
\delta n_{\mathbf G}=\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}(\mathbf q,\omega)\,v^{\rm tot}_{\mathbf G'} ,
\end{equation}
where $\chi^0$ is the response of independent electrons to the total potential. Poisson's equation $\nabla^2 v^{\rm ind}=-4\pi\,\delta n$ gives $v^{\rm ind}_{\mathbf G}=v_{\mathbf G}\,\delta n_{\mathbf G}$ with $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$. Since $v^{\rm tot}=v^{\rm ext}+v^{\rm ind}$,
\begin{equation}
v^{\rm ext}=\varepsilon\,v^{\rm tot},\qquad
\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-v_{\mathbf G}\chi^0_{\mathbf G\mathbf G'} .
\label{eq:eps}
\end{equation}
A macroscopic source has $v^{\rm ext}_{\mathbf G}=v^{\rm ext}_0\delta_{\mathbf G0}$, so $v^{\rm tot}_{\mathbf G}=\varepsilon^{-1}_{\mathbf G0}v^{\rm ext}_0$. The average of $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$ over the cell at $\mathbf R$ is $e^{i\mathbf q\cdot\mathbf R}[\delta_{\mathbf G0}+O(qa)]$, with $a$ the cell size, because $e^{i\mathbf G\cdot\mathbf r}$ integrates to zero over a cell. The field components at $\mathbf G\neq0$ stay of the order of the one at $\mathbf G=0$ (Section~\ref{sec:elim}), so for $q\to0$ the averaged field is the $\mathbf G=0$ component. The longitudinal displacement field is the field of the external charges, and $D=\varepsilon_M\langle E\rangle$ becomes
\begin{equation}
\varepsilon_M(\hat{\mathbf q},\omega)=\lim_{q\to0}\frac{v^{\rm ext}_0}{v^{\rm tot}_0}
=\lim_{q\to0}\frac{1}{[\varepsilon^{-1}(\mathbf q,\omega)]_{00}} .
\label{eq:main}
\end{equation}
For a neutral slab normal to the field, $D$ is the field outside, and \eqref{eq:main} is the ratio of that field to the cell-averaged field deep inside. The head $\varepsilon_{00}$ of the uninverted matrix is a different quantity. Setting $v^{\rm tot}_{\mathbf G\neq0}=0$ in the first row of \eqref{eq:eps} gives $v_0^{\rm ext}/v_0^{\rm tot}=\varepsilon_{00}$, the result without local fields.

\section{The matrix at $q\to0$}

The one-particle density matrix obeys $i\dot\gamma=[h,\gamma]$. To first order in a perturbation $v\,e^{-i\omega t}$, with $\gamma^0_{mn}=f_n\delta_{mn}$, this reads $\omega\,\delta\gamma_{mn}=(e_m-e_n)\delta\gamma_{mn}+v_{mn}(f_n-f_m)$, hence $\delta\gamma_{mn}=(f_n-f_m)v_{mn}/(\omega+e_n-e_m)$. The density component is $(2/N\Omega)\sum_{nm}\langle n|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\rangle\,\delta\gamma_{mn}$, the 2 counting spin. With $\rho_{nm\mathbf k}(\mathbf G)=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k+\mathbf q\rangle$ one has $v_{mn}=\rho^*(\mathbf G')v_{\mathbf G'}^{\rm tot}$, which gives the Adler--Wiser formula
\begin{equation}
\chi^0_{\mathbf G\mathbf G'}=\frac{2}{N\Omega}\sum_{nm\mathbf k}
\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{\omega+e_{n\mathbf k}-e_{m,\mathbf k+\mathbf q}}\,
\rho_{nm\mathbf k}(\mathbf G)\,\rho^*_{nm\mathbf k}(\mathbf G') .
\label{eq:aw}
\end{equation}
In an insulator at zero temperature the terms $(n,m)=(v,c)$ carry $1/(\omega-\Delta)$ and the terms $(c,v)$ carry $-1/(\omega+\Delta)$, with $\Delta=e_c-e_v>0$. With time reversal, $\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}$, so $\rho_{cv\mathbf k}=\rho_{vc,-\mathbf k-\mathbf q}$ with the same $\Delta$. The two sets pair up, and $1/(\omega-\Delta)-1/(\omega+\Delta)=-2\Delta/(\Delta^2-\omega^2)$.

For $\mathbf G=0$, $\rho_{vc\mathbf k}(0)=\langle u_{v\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle$ in terms of the cell-periodic functions. For a local potential $h(\mathbf k+\mathbf q)-h(\mathbf k)=\mathbf q\cdot(\mathbf p+\mathbf k)+q^2/2$, and first-order perturbation theory for $u_{c,\mathbf k+\mathbf q}$ gives
\begin{equation}
\rho_{vc\mathbf k}(0)=\frac{\mathbf q\cdot\mathbf p_{vc}}{\Delta}+O(q^2),\qquad
\mathbf p_{vc}=\langle v\mathbf k|\mathbf p|c\mathbf k\rangle .
\label{eq:kp}
\end{equation}
For a nonlocal potential $\mathbf p+\mathbf k$ is replaced by $\nabla_{\mathbf k}h(\mathbf k)$. The expansion needs a finite gap and does not apply to the intraband terms of a metal. The elements $\rho(\mathbf G\ne0)$ have finite limits, so $\chi^0_{00}\propto q^2$ and $\chi^0_{0\mathbf G}\propto q$, and $\varepsilon_{0\mathbf G}\propto1/q$ diverges. The matrix to be stored is therefore
\begin{equation}
\tilde\varepsilon=v^{-1/2}\varepsilon\,v^{1/2}=1-v^{1/2}\chi^0v^{1/2}
=1+\frac{8\pi}{N\Omega}\sum_{vc\mathbf k}\frac{2\Delta}{\Delta^2-\omega^2}\,w\,w^\dagger,
\label{eq:sym}
\end{equation}
with vectors $w_{\mathbf G}=\rho_{vc\mathbf k}(\mathbf G)/|\mathbf q+\mathbf G|$ and $w_0\to\hat{\mathbf q}\cdot\mathbf p_{vc}/\Delta$. The factor $8\pi$ is $4\pi$ times the spin factor. Every element is finite. Because $v^{1/2}$ is diagonal, $\tilde\varepsilon^{-1}_{00}=v_0^{-1/2}\varepsilon^{-1}_{00}v_0^{1/2}=\varepsilon^{-1}_{00}$, and likewise $\tilde\varepsilon_{00}=\varepsilon_{00}$.

\section{Eliminating the local fields}\label{sec:elim}

Multiply \eqref{eq:eps} by $\sqrt{4\pi}\,v^{-1/2}$ and set $E_{\mathbf G}=|\mathbf q+\mathbf G|\,v^{\rm tot}_{\mathbf G}$, which is the longitudinal field amplitude up to a common phase, and $D=q\,v^{\rm ext}_0$. Split $\tilde\varepsilon$ into head $H$, wing column $W$, wing row $W'$ and body $B$, and collect the $E_{\mathbf G\neq0}$ in $\mathcal E$:
\begin{equation}
HE_0+W'\mathcal E=D,\qquad WE_0+B\mathcal E=0 .
\label{eq:blocks}
\end{equation}
The second equation gives $\mathcal E/E_0=-B^{-1}W$, finite as $q\to0$. The first then gives
\begin{equation}
\varepsilon_M=\frac{D}{E_0}=H+W'\frac{\mathcal E}{E_0}=H-W'B^{-1}W .
\label{eq:schur}
\end{equation}
By \eqref{eq:kp}, $H-1$ is quadratic in $\hat{\mathbf q}$, $W$ and $W'$ are linear in it and $B$ is independent of it, so $\varepsilon_M=\hat q_i\varepsilon_{ij}\hat q_j$ defines the dielectric tensor.

An equivalent form drops the long-range term from the Dyson equation. Let $\tilde\chi=1-\tilde\varepsilon$, let $P$ project on $\mathbf G\neq0$, and solve $\bar\chi=\tilde\chi+\tilde\chi P\bar\chi$. In column 0 the rows $\mathbf G\ne0$ read $\bar\chi_{\cdot0}=-W+(1-B)\bar\chi_{\cdot0}$, so $\bar\chi_{\cdot0}=-B^{-1}W$. Row 0 reads $\bar\chi_{00}=1-H-W'\bar\chi_{\cdot0}=1-H+W'B^{-1}W$. Hence $\varepsilon_M=1-\bar\chi_{00}$.

\section{Bounds at zero and imaginary frequency}

At $\omega=0$ the weights $(f_n-f_m)/(e_n-e_m)$ in \eqref{eq:aw} are real and non-positive for occupations that fall with energy, with or without time reversal. At $\omega=i\xi$ the weights $2\Delta/(\Delta^2+\xi^2)$ in \eqref{eq:sym} are positive, given time reversal. In both cases $\tilde\varepsilon-1$ is a sum of matrices $ww^\dagger$ with non-negative weights, so $\tilde\varepsilon$ is Hermitian, $W'=W^\dagger$, $\tilde\varepsilon\ge1$, and its principal block obeys $B\ge1$. For a trial vector $x=(1,\eta)$, completing the square gives
\begin{align}
x^\dagger\tilde\varepsilon x&=H+W^\dagger\eta+\eta^\dagger W+\eta^\dagger B\eta\nonumber\\
&=H-W^\dagger B^{-1}W+(\eta+B^{-1}W)^\dagger B\,(\eta+B^{-1}W).
\end{align}
The last term is non-negative and vanishes at $\eta=-B^{-1}W$, so
\begin{equation}
\varepsilon_M=\min_{x_0=1}x^\dagger\tilde\varepsilon x,\qquad 1\le\varepsilon_M\le\varepsilon_{00}.
\label{eq:bounds}
\end{equation}
The upper bound is the trial choice $\eta=0$, and it is reached only if $W=0$, since $B^{-1}$ is positive definite. The lower bound follows from $x^\dagger\tilde\varepsilon x\ge x^\dagger x\ge1$.

Equation \eqref{eq:bounds} fixes the direction of two truncation errors. With bands and $\mathbf k$ points fixed, adding $\mathbf G$ vectors enlarges the trial space, so $\varepsilon_M$ cannot rise. With the $\mathbf G$ set and $\mathbf k$ points fixed, adding conduction bands adds non-negative terms to $x^\dagger\tilde\varepsilon x$ for each $x$, so $\varepsilon_M$ cannot fall. The two errors have opposite signs, and each cutoff has to be converged separately.

\section{Where the inequality fails}\label{sec:fail}

\paragraph{Real frequency.} Let $z=\omega+i\eta$ with $\eta>0$ now a broadening, and $\mathcal D(z)=\varepsilon_M-\varepsilon_{00}=-W'B^{-1}W$ from \eqref{eq:sym}. The body is invertible for $\operatorname{Im}z>0$. For $\omega=0$, $B\ge1$. For $\omega\neq0$, $\operatorname{Im}(\Delta^2-z^2)^{-1}=2\omega\eta/|\Delta^2-z^2|^2$ has one sign for all transitions, so $By=0$ forces every $w^\dagger y=0$ through $\operatorname{Im}y^\dagger By=0$, and then $y^\dagger By=y^\dagger y=0$. Thus $\mathcal D$ is analytic in the upper half plane. For a finite set of transitions $W,W'=O(z^{-2})$ and $B\to1$, so $\mathcal D=O(z^{-4})$ and closing the contour above gives $\int_{-\infty}^{\infty}\mathcal D(\omega+i\eta)\,d\omega=0$. From $\tilde\varepsilon(-z^*)=\tilde\varepsilon(z)^\dagger$ follows $\mathcal D(-z^*)=\mathcal D(z)^*$, so the real part is even in $\omega$ and
\begin{equation}
\int_0^\infty\operatorname{Re}\mathcal D(\omega+i\eta)\,d\omega=0 .
\label{eq:sum}
\end{equation}
At $\omega=0$ the point $z=i\eta$ lies on the imaginary axis, where $\mathcal D<0$ if $W\neq0$. Hence $\operatorname{Re}\varepsilon_M>\operatorname{Re}\varepsilon_{00}$ in some frequency range.

\paragraph{Short-range attraction.} A short-range exchange-correlation kernel stays finite as $q\to0$. It is then negligible beside $v_0\propto1/q^2$ and changes the interaction only at $\mathbf G\ne0$. A kernel with a $1/q^2$ part also acts at $\mathbf G=0$ and is not covered here. As a model, scale that part of $v$ by $\lambda$. The rows $\mathbf G\neq0$ of \eqref{eq:blocks} state that $\mathcal E$ equals the induced field $-WE_0-(B-1)\mathcal E$, which now carries the factor $\lambda$, while row 0 is unchanged:
\begin{equation}
\mathcal E=-\lambda[1+\lambda(B-1)]^{-1}WE_0,\qquad
\varepsilon_M=H-\lambda W^\dagger[1+\lambda(B-1)]^{-1}W .
\label{eq:lam}
\end{equation}
When the bracket is positive definite and $W\ne0$, the static correction has the sign of $-\lambda$. A net attraction of this form, $\lambda<0$, raises $\varepsilon_M$ above $H$. An actual local kernel is not a uniform scaling, because it couples different $\mathbf G$ and its ratio to $v_{\mathbf G}$ grows with $|\mathbf G|$. The model shows that the bound can fail beyond the RPA, not that it does for a given kernel. In Model A below, the adiabatic LDA kernel raises $\varepsilon_M$ from $2.831$ to $3.086$, which is still below $H=3.203$.

\section{Model A: planar crystal}

Electrons move along chains in $V_0\cos Gx$, $G=2\pi/a$, with $a=5$ bohr, $V_0=0.25$ Ha, two electrons per cell and one chain per $25$ bohr$^2$, so $\Omega=125$ bohr$^3$. The charge is smeared across the chains, so reciprocal vectors along $x$ are the ones that enter. The given potential is the unperturbed one, and the induced Hartree potential is added to it. The gap at the zone edge is $0.248$ Ha ($6.76$ eV). The signed root $\sqrt{4\pi}/(q+G)$ is used, which multiplies rows and columns by $\pm1$, leaves the heads unchanged and makes $E_G$ the Fourier coefficient of the field along $x$. Inversion gives $\chi^0_{GG'}(q)=\chi^0_{-G,-G'}(-q)$, the product of signed roots is even under the same map, and at $q\to0$ one obtains $W_1=W_{-1}$ and $B_{11}=B_{-1,-1}$, all real.

The head is $H=1+4\pi\alpha_0/\Omega=1+4\pi(21.91)/125=3.2026$, where $\alpha_0$ is the bare polarizability per cell in bohr$^3$. Keeping the first shell, the vector $(1,1)$ is an eigenvector of the $2\times2$ body with eigenvalue $B_{11}+B_{1,-1}$, so \eqref{eq:schur} gives
\begin{equation}
\varepsilon_M^{(1)}=H-\frac{2W_1^2}{B_{11}+B_{1,-1}}
=3.2026-\frac{2(-0.5093)^2}{1.3123+0.0865}=2.8317 .
\end{equation}
Two and three shells give $2.830555$ and $2.830553$, approaching from above as \eqref{eq:bounds} requires. The full inverse has head $0.353288$, against $1/H=0.312246$, so $\varepsilon_M=1/0.353288=2.8306$. The lowering is $0.3720$, or $11.6\,\%$ of $H$.

The first harmonic of the internal field is $E_G/E_0=+0.3633$, which contributes $2(0.3633)E_0\cos Gx$. It strengthens the field on the barriers and weakens it at the potential minima. In the middle form of \eqref{eq:schur} this shell contributes $2W_1E_G/E_0=2(-0.509296)(0.363264)=-0.3700$ of the total $-0.3720$.

The numerical check after this text tests these results against the definition, without a dielectric matrix. A 24-cell slab in a uniform field of $2\times10^{-5}$ a.u.\ is solved self-consistently, and the ratio of applied to central cell-averaged field is $2.830554$, against $2.830553$ from the matrix; its $E_G/E_0$ is $0.363264$ by both routes. The first, unscreened step of the slab has $v^{\rm ind}_0=v_0\chi^0_{00}v^{\rm ext}_0=(1-H)v_0^{\rm ext}$ and returns $H=3.202602$. A six-cell ring at $q=G/6$ gives $v^{\rm ext}_0/v^{\rm tot}_0=2.498404$, equal to \eqref{eq:schur} to the printed digits and below the head $2.784180$.

For $\lambda=-0.3$ the bracket in \eqref{eq:lam} is positive at $q\to0$, because the eigenvalues of $B$ do not exceed the largest of $\tilde\varepsilon$, $3.457$, and $1-0.3(2.457)>0$. The result is $3.381>H$, and the ring gives $2.924321$, above its head and equal to \eqref{eq:lam} to the printed digits. On the imaginary axis $(H,\varepsilon_M)$ is $(2.952,2.643)$ at $\xi=0.1$ Ha and $(1.0485,1.0479)$ at $\xi=2$ Ha. With broadening $0.05$ Ha, $\operatorname{Re}\mathcal D$ is $-0.354$ at $\omega=0$ and $+0.808$ at $0.29$ Ha, and its integral up to $20$ Ha is $5\times10^{-7}$ Ha, against $0.224$ Ha for $|\operatorname{Re}\mathcal D|$, in line with \eqref{eq:sum}.

In a scan of $V_0$ the pairs $(H,\varepsilon_M)$ are $(14.46,12.37)$ at $0.1$ Ha, $(1.602,1.499)$ at $0.5$ Ha and $(1.0838,1.0750)$ at $2$ Ha. Relative to $H-1$ the lowering is $2.087/13.46=16\,\%$, $0.1032/0.6022=17\,\%$ and $0.0088/0.0838=11\,\%$. It is not monotonic, and it does not fade at the weakest potential of the scan.

\section{Model B: oscillator lattice and Clausius--Mossotti}

Each site of a simple cubic lattice holds two electrons in the $s$ level of an isotropic oscillator of length $b$ and level spacing $\Delta=1/b^2$. Overlap between sites is neglected in $\chi^0$ (flat bands, $\rho$ independent of $\mathbf k$), and the model keeps the three $s\to p$ transitions. In one dimension $s^2=e^{-x^2/b^2}/(\sqrt{\pi}\,b)$ has the transform $e^{-Q_x^2b^2/4}$ and $p=\sqrt2\,xs/b$. A factor $x$ under the integral with $e^{-iQ_xx}$ is $i\,\partial/\partial Q_x$, so with $\mathbf Q=\mathbf q+\mathbf G$ and $f=e^{-Q^2b^2/4}$,
\begin{equation}
\rho_i(\mathbf Q)=\frac{\sqrt2}{b}\,i\Big(-\frac{Q_ib^2}{2}\Big)f=-\frac{iQ_ib}{\sqrt2}f .
\end{equation}
The static form of \eqref{eq:sym} has the prefactor $(8\pi/\Omega)(2b^2)(b^2/2)=8\pi b^4/\Omega$, so
\begin{equation}
\tilde\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}+y\,\hat{\mathbf Q}\cdot\hat{\mathbf Q}'ff',\qquad
y=\frac{4\pi\alpha_0}{\Omega},\quad\alpha_0=2b^4 .
\end{equation}
Let $U$ be the matrix with rows $\hat{\mathbf G}f(\mathbf G)$, $\mathbf G\ne0$. Then $H=1+y$, $W=yU\hat{\mathbf q}$ and $B=1+yUU^T$. Cubic symmetry makes $U^TU=\sum\hat G_i\hat G_jf^2=S\delta_{ij}$, and the trace gives $S=\frac13\sum_{\mathbf G\neq0}f^2>0$. From $BU=U(1+yS)$ follows $B^{-1}U=U/(1+yS)$, and
\begin{equation}
\varepsilon_M=1+y-\frac{y^2S}{1+yS}=1+\frac{y}{1+yS},
\label{eq:closed}
\end{equation}
independent of $\hat{\mathbf q}$. Poisson summation gives $\sum_{\mathbf G}f^2=\Omega F\sum_{\mathbf R}e^{-R^2/2b^2}$ with $F=\int d^3Q\,f^2/(2\pi)^3=(2\pi b^2)^{-3/2}$. Dropping $\mathbf R\ne0$ and removing the $\mathbf G=0$ term, which equals 1, leaves $S=(\Omega F-1)/3$. As $\Omega\to\infty$, $yS\to4\pi\alpha_0F/3$ and $\varepsilon_M-1\to4\pi\alpha/\Omega$, which identifies the polarizability of the isolated, self-screened site, within the $s\to p$ truncation, as $1/\alpha=1/\alpha_0+4\pi F/3$. With $u=4\pi\alpha/\Omega$ one has $1/u=1/y+\Omega F/3$, so
\begin{equation}
\varepsilon_M-1=\frac{1}{1/y+S}=\frac{1}{1/u-1/3},\qquad
\frac{\varepsilon_M-1}{\varepsilon_M+2}=\frac u3 ,
\end{equation}
where the second form uses $\varepsilon_M-1=u/(1-u/3)$ and $\varepsilon_M+2=3/(1-u/3)$. This is the Clausius--Mossotti relation, and for $\Omega F>1$ it obeys $1+u<\varepsilon_M<1+y=\varepsilon_{00}$. Dropping $\mathbf R\ne0$ needs $b\ll a$. For $a=10$ bohr the relation gives $2.062$ against $2.042$ from \eqref{eq:closed} at $b=3$ bohr, and it fails at $b=4$ bohr, where $\Omega F<1$. The term $\Omega F/3$ in $S$ is the depolarizing field of a site on itself and lowers the response. The term $-1/3$ raises it relative to $1+u$, which is the Clausius--Mossotti enhancement. Their sum is positive for $\Omega F>1$, which holds for well-separated sites. The enhancement is measured from the screened $\alpha$ and the lowering from the bare $\alpha_0$, so the two statements are consistent.

For $a=10$ bohr and $b=2$ bohr, $\alpha_0=32$ bohr$^3$, $y=4\pi(32)/1000=0.4021$ and $F=0.007937$ bohr$^{-3}$. Then $1/\alpha=1/32+4\pi(0.007937)/3$ gives $\alpha=15.505$ bohr$^3$ and $1+u=1.1948$. The lattice sum is $S=2.31229$, and
\begin{equation}
\varepsilon_M=1+\frac{0.4021}{1+0.4021\times2.3123}=1.2084,\qquad \varepsilon_{00}=1.4021 .
\end{equation}
Direct inversion of the $515\times515$ matrix gives $1.208373$ for $\hat{\mathbf q}$ along $[100]$ and along $[111]$, equal to \eqref{eq:closed}. The Clausius--Mossotti value is $1.208375$. It uses $(\Omega F-1)/3=2.312235$, which lies $6\times10^{-5}$ below $S=2.312294$, and the six nearest neighbours in the Poisson sum account for this gap, since $6\,e^{-12.5}(7.937)/3=6\times10^{-5}$. These values belong to the $s\to p$ model. The higher odd-parity transitions of the oscillator leave $H$ and $W$ unchanged but enter $B$. They raise $\alpha$ to $16.16$ bohr$^3$ and $\varepsilon_M$ to $1.2179$, as the band monotonicity of \eqref{eq:bounds} allows, and the Clausius--Mossotti value from that $\alpha$ lies $3\times10^{-5}$ below the lattice result.

\section*{Computed results}
\begin{verbatim}
A: a = 5.0 bohr, area = 25.0 bohr^2, V0 = 0.25 Ha, Omega = 125.0 bohr^3, G = 1.25664 1/bohr
A: gap at zone edge = 0.24845 Ha = 6.761 eV
A: head H = 3.202602, bare alpha0 per cell = 21.9097 bohr^3
A: W_1 = -0.509296, W_2 = 0.042327, B_11 = 1.312290, B_1,-1 = 0.086476
A: eigenvalues of eps: smallest 1.000177, largest 3.457079
A: eps_M with |G| <= 0 G : 3.202602
A: eps_M with |G| <= 1 G : 2.831729
A: eps_M with |G| <= 2 G : 2.830555
A: eps_M with |G| <= 3 G : 2.830553
A: [eps^-1]_00 = 0.353288, 1/H = 0.312246, eps_M = 2.830553
A: H - eps_M = 0.372048 = 11.62 % of H
A: slab, 24 cells, field 2e-5 a.u.: unscreened step 3.202602, self-consistent 2.830554
A: E_G/E_0 matrix = 0.363264, slab = 0.363264
A: ring q = G/6, lam = 1.0: head 2.784180, formula 2.498404, ring 2.498404
A: ring q = G/6, lam = -0.3: head 2.784180, formula 2.924321, ring 2.924321
A: q -> 0, lam = -0.3: eps_M = 3.380944
A: V0 = 0.1 Ha: H = 14.45854, eps_M = 12.37138
A: V0 = 0.15 Ha: H = 7.01266, eps_M = 6.04221
A: V0 = 0.5 Ha: H = 1.60216, eps_M = 1.49893
A: V0 = 1.0 Ha: H = 1.20173, eps_M = 1.17205
A: V0 = 2.0 Ha: H = 1.08379, eps_M = 1.07497
A: omega = i*0.1 Ha: H = 2.951877, eps_M = 2.643389
A: omega = i*0.5 Ha: H = 1.554295, eps_M = 1.512284
A: omega = i*2.0 Ha: H = 1.048515, eps_M = 1.047905
A: eta = 0.05 Ha: Re D(0) = -0.3542, max Re D = 0.8078 at omega = 0.29 Ha
A: integral 0..20 Ha of Re D = 5.3e-07 Ha, of |Re D| = 0.2238 Ha
B: a = 10.0 bohr, b = 2.0 bohr, level spacing = 0.250 Ha, G vectors = 515
B: alpha0 = 32.0000 bohr^3, F = 0.007937 bohr^-3, alpha = 15.5050 bohr^3
B: y = 0.402124, S = 2.312294, (Omega F - 1)/3 = 2.312235
B: eps_M by inversion, q along [100] = 1.208373
B: eps_M by inversion, q along [111] = 1.208373
B: eps_00 = 1.402124, closed form = 1.208373, Clausius-Mossotti = 1.208375
B: 1 + 4 pi alpha/Omega = 1.194842
\end{verbatim}
